# Negative-U oxygen vacancies: when the singly charged state is never preferred: verification in Python

```python
"""
Result under test: for a vacancy with charges q = 0, +1, +2 and relaxed
formation energies E_q + q*mu, a negative U = E_0 + E_2 - 2 E_1 means that
q = +1 is never lowest, and the stable charge jumps from +2 to 0 at
mu = (E_0 - E_2)/2.  At temperature T the condition for q = +1 never being
the most abundant state becomes U <= -2 k T ln 2 (spin degeneracies 1, 2, 1).

Symbols: mu Fermi level from the valence-band top; n = 2 - q electrons in the
vacancy level; eps bare level; U_H repulsion of two electrons at fixed lattice;
E_R relaxation energy for one electron; hw phonon quantum.  Energies in eV.
The common zero-point energy hw/2 is left out of all charge states.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh_tridiagonal, expm
from scipy.special import logsumexp

KB = constants.k / constants.e
HARTREE = constants.value("Hartree energy in eV")
EPS, U_H, E_R, HW = 4.0, 1.5, 0.9, 0.05
N_PHONON = 600
SPIN_DEGENERACY = np.array([1.0, 2.0, 1.0])
ELECTRONS = np.array([0, 1, 2])


def hamiltonian(n, repulsion):
    """Diagonal and off-diagonal of H in the phonon-number basis."""
    coupling = np.sqrt(E_R / HW) * HW
    diagonal = n * EPS + repulsion * (n == 2) + HW * np.arange(N_PHONON)
    off = -coupling * n * np.sqrt(np.arange(1, N_PHONON))
    return diagonal, off


def spectra(repulsion):
    return [eigh_tridiagonal(*hamiltonian(n, repulsion), eigvals_only=True)
            for n in ELECTRONS]


def log_weights(levels, mu, temperature):
    """Logarithms of grand-canonical weights for n = 0, 1, 2."""
    kt = KB * temperature
    log_z = np.array([logsumexp(-e / kt) for e in levels])
    log_z = log_z + np.log(SPIN_DEGENERACY)
    return log_z + np.multiply.outer(np.asarray(mu), ELECTRONS) / kt


def populations(levels, mu, temperature):
    lw = log_weights(levels, mu, temperature)
    return np.exp(lw - logsumexp(lw, axis=-1, keepdims=True))


def single_charge_window(levels, temperature):
    """Width in mu where n = 1 is the most abundant state, by scanning."""
    middle = (levels[2][0] - levels[0][0]) / 2
    mus = middle + np.linspace(-0.05, 0.05, 10001)
    winner = np.argmax(log_weights(levels, mus, temperature), axis=1)
    return np.count_nonzero(winner == 1) * (mus[1] - mus[0])


# Theorem and converse: random energies, stable charge found by scanning mu.
rng = np.random.default_rng(7)
mu_grid = np.linspace(-15, 15, 6001)
step = mu_grid[1] - mu_grid[0]
count_negative = count_positive = 0
for energies in rng.uniform(0, 6, size=(400, 3)):
    u_random = energies[0] + energies[2] - 2 * energies[1]
    middle = (energies[0] - energies[2]) / 2
    lines = energies[:, None] + np.arange(3)[:, None] * mu_grid
    stable = np.argmin(lines, axis=0)
    width = np.count_nonzero(stable == 1) * step
    assert abs(width - max(u_random, 0)) <= 1.01 * step
    excess = lines[1] - np.minimum(lines[0], lines[2])
    assert np.allclose(excess, -u_random / 2 + abs(mu_grid - middle))
    if u_random < 0:
        count_negative += 1
        jumps = np.flatnonzero(np.diff(stable))
        assert len(jumps) == 1
        assert stable[jumps[0]] == 2 and stable[jumps[0] + 1] == 0
        assert abs(mu_grid[jumps[0]] - middle) <= 1.01 * step
    else:
        count_positive += 1
assert count_negative > 50 and count_positive > 50

# Electron-lattice model: ground energies from diagonalization.
levels = spectra(U_H)
ground = np.array([e[0] for e in levels])
displaced = ELECTRONS * EPS + U_H * (ELECTRONS == 2) - ELECTRONS**2 * E_R
assert np.allclose(ground, displaced, atol=1e-8)
u_eff = ground[2] + ground[0] - 2 * ground[1]
level_21 = ground[1] - ground[0]
level_10 = ground[2] - ground[1]
level_20 = (ground[2] - ground[0]) / 2
assert abs(u_eff - (U_H - 2 * E_R)) < 1e-8 and u_eff < 0

# Same second difference with the lattice frozen in the n = 1 ground state.
_, vec = eigh_tridiagonal(*hamiltonian(1, U_H), select="i",
                          select_range=(0, 0))
vec = vec[:, 0]
frozen = []
for n in ELECTRONS:
    d, o = hamiltonian(n, U_H)
    frozen.append(np.sum(d * vec**2) + 2 * np.sum(o * vec[:-1] * vec[1:]))
u_frozen = frozen[2] + frozen[0] - 2 * frozen[1]
assert abs(u_frozen - U_H) < 1e-8

print("Model parameters")
print(f"bare level eps = {EPS:.2f} eV")
print(f"fixed-lattice repulsion U_H = {U_H:.2f} eV")
print(f"one-electron relaxation energy E_R = {E_R:.2f} eV")
print(f"phonon quantum = {HW:.3f} eV")
print("Energies from diagonalization (zero-point energy left out)")
for n in ELECTRONS:
    print(f"ground energy, n = {n} (q = {2 - n}): {ground[n]:.4f} eV")
print(f"level (2+/+) = {level_21:.4f} eV")
print(f"level (+/0) = {level_10:.4f} eV")
print(f"level (2+/0) = {level_20:.4f} eV = {level_20 / HARTREE:.5f} hartree")
print(f"relaxed U = {u_eff:.4f} eV = {u_eff / HARTREE:.5f} hartree")
print(f"second difference at frozen V+ lattice = {u_frozen:.4f} eV")
print("Formation energies relative to V0")
for mu in (level_20 - 0.45, level_20, level_20 + 0.45):
    plus = ground[1] - ground[2] + mu
    two_plus = ground[0] - ground[2] + 2 * mu
    print(f"mu = {mu:.2f} eV: V+ {plus:+.3f} eV, V2+ {two_plus + 0.0:+.3f} eV")

# Populations from traces over all calculated vibronic levels.
print("Equilibrium at mu = level (2+/0)")
for temperature in (300.0, 600.0):
    kt = KB * temperature
    p = populations(levels, level_20, temperature)
    x = np.exp(u_eff / (2 * kt))
    assert abs(p[1] - x / (1 + x)) < 1e-8
    off_middle = populations(levels, level_20 + 0.04, temperature)
    ratio = off_middle[1]**2 / (off_middle[0] * off_middle[2])
    assert abs(ratio / (4 * np.exp(u_eff / kt)) - 1) < 1e-6
    print(f"T = {temperature:.0f} K: kT = {kt:.5f} eV, V2+ {p[0]:.5f}, "
          f"V+ {p[1]:.5f}, V0 {p[2]:.5f}")

# Occupation slope by finite differences, with U < 0 and with U = 0.
T_ROOM = 300.0
kt = KB * T_ROOM
levels_zero_u = spectra(2 * E_R)
slopes = []
for spectrum in (levels, levels_zero_u):
    middle = (spectrum[2][0] - spectrum[0][0]) / 2
    h = 1e-4
    upper = populations(spectrum, middle + h, T_ROOM) @ ELECTRONS
    lower = populations(spectrum, middle - h, T_ROOM) @ ELECTRONS
    slopes.append((upper - lower) / (2 * h))
    p1 = populations(spectrum, middle, T_ROOM)[1]
    # finite-difference error is of relative order (h/kT)^2, about 1e-5
    assert abs(slopes[-1] * kt / (1 - p1) - 1) < 1e-4
print(f"occupation slope at 300 K, this U: {slopes[0]:.3f} per eV")
print(f"occupation slope at 300 K, U = 0: {slopes[1]:.3f} per eV")
print(f"ratio of slopes = {slopes[0] / slopes[1]:.4f}")

# Temperature above which V+ can be the most abundant state.
t_star = -u_eff / (2 * KB * np.log(2))
assert single_charge_window(levels, 0.98 * t_star) == 0
width_hot = single_charge_window(levels, 1.02 * t_star)
expected_hot = u_eff + 2 * KB * 1.02 * t_star * np.log(2)
assert width_hot > 0 and abs(width_hot - expected_hot) < 2.5e-5
print(f"threshold temperature T* = {t_star:.0f} K")

# Weakly negative U: the unqualified claim fails at room temperature.
weak = spectra(2 * E_R - 0.02)
u_weak = weak[2][0] + weak[0][0] - 2 * weak[1][0]
width_weak = single_charge_window(weak, T_ROOM)
expected_weak = u_weak + 2 * kt * np.log(2)
assert u_weak < 0 < width_weak
assert abs(width_weak - expected_weak) < 2.5e-5
p_weak = populations(weak, (weak[2][0] - weak[0][0]) / 2, T_ROOM)
assert p_weak[1] > max(p_weak[0], p_weak[2])
print("Weakly negative U at 300 K")
print(f"U = {u_weak:.4f} eV, 2 kT ln 2 = {2 * kt * np.log(2):.5f} eV")
print(f"window with V+ most abundant = {width_weak:.4f} eV")
print(f"fractions at its centre: V2+ {p_weak[0]:.4f}, V+ {p_weak[1]:.4f}, "
      f"V0 {p_weak[2]:.4f}")


def rate_matrix(mu):
    """One-electron steps only; both capture rates are the unit of rate."""
    emit_first = 0.5 * np.exp((level_21 - mu) / kt)
    emit_second = 2.0 * np.exp((level_10 - mu) / kt)
    return np.array([[-1.0, emit_first, 0.0],
                     [1.0, -1.0 - emit_first, emit_second],
                     [0.0, 1.0, -emit_second]])


# Steady state of one-electron kinetics against the equilibrium traces.
mu_test = level_20 - 0.02
system = rate_matrix(mu_test)
system[2] = 1.0
steady = np.linalg.solve(system, np.array([0.0, 0.0, 1.0]))
assert np.allclose(steady, populations(levels, mu_test, T_ROOM), atol=1e-8)

# Sudden rise of mu above both levels, starting from V2+.
mu_high = level_21 + 0.5
dt = 0.01
propagator = expm(rate_matrix(mu_high) * dt)
state = np.array([1.0, 0.0, 0.0])
history = [state]
for _ in range(1500):
    state = propagator @ state
    history.append(state)
history = np.array(history)
times = dt * np.arange(len(history))
assert np.allclose(history[:, 1], times * np.exp(-times), atol=1e-6)
peak = np.argmax(history[:, 1])
assert abs(history[peak, 1] - np.exp(-1)) < 1e-5
assert history[-1, 2] > 0.9999
print("One-electron kinetics at 300 K after a sudden rise of mu")
print(f"new mu = {mu_high:.2f} eV")
print(f"largest transient V+ fraction = {history[peak, 1]:.4f}")
print(f"time of the maximum = {times[peak]:.2f} / capture rate")
print(f"V0 fraction at time {times[-1]:.0f} / capture rate = "
      f"{history[-1, 2]:.6f}")
print("Random energy triples scanned")
print(f"U < 0: {count_negative} cases, U > 0: {count_positive} cases")
print("OK")
```

It prints:

```
Model parameters
bare level eps = 4.00 eV
fixed-lattice repulsion U_H = 1.50 eV
one-electron relaxation energy E_R = 0.90 eV
phonon quantum = 0.050 eV
Energies from diagonalization (zero-point energy left out)
ground energy, n = 0 (q = 2): 0.0000 eV
ground energy, n = 1 (q = 1): 3.1000 eV
ground energy, n = 2 (q = 0): 5.9000 eV
level (2+/+) = 3.1000 eV
level (+/0) = 2.8000 eV
level (2+/0) = 2.9500 eV = 0.10841 hartree
relaxed U = -0.3000 eV = -0.01102 hartree
second difference at frozen V+ lattice = 1.5000 eV
Formation energies relative to V0
mu = 2.50 eV: V+ -0.300 eV, V2+ -0.900 eV
mu = 2.95 eV: V+ +0.150 eV, V2+ +0.000 eV
mu = 3.40 eV: V+ +0.600 eV, V2+ +0.900 eV
Equilibrium at mu = level (2+/0)
T = 300 K: kT = 0.02585 eV, V2+ 0.49849, V+ 0.00301, V0 0.49849
T = 600 K: kT = 0.05170 eV, V2+ 0.47395, V+ 0.05210, V0 0.47395
occupation slope at 300 K, this U: 38.565 per eV
occupation slope at 300 K, U = 0: 19.341 per eV
ratio of slopes = 1.9940
threshold temperature T* = 2511 K
Weakly negative U at 300 K
U = -0.0200 eV, 2 kT ln 2 = 0.03584 eV
window with V+ most abundant = 0.0158 eV
fractions at its centre: V2+ 0.2978, V+ 0.4045, V0 0.2978
One-electron kinetics at 300 K after a sudden rise of mu
new mu = 3.60 eV
largest transient V+ fraction = 0.3679
time of the maximum = 1.00 / capture rate
V0 fraction at time 15 / capture rate = 0.999995
Random energy triples scanned
U < 0: 211 cases, U > 0: 189 cases
OK
```
